# Coverage-Dependent Desorption Energies from a Thermal Trace and Their Prefactor Error

## The question a nickel wall raises

A nickel wall facing a hydrogen plasma collects hydrogen atoms. Two of them may meet, recombine and leave as H\(_2\). How long the wall stays covered after the plasma is switched off depends on the activation energy of this step, which changes as the atoms crowd together. To measure it, one covers a cold sample, heats it at a steady rate in vacuum and records the gas that leaves.

One trace supplies one rate at each coverage, but the rate law contains two unknowns, an energy and a prefactor. One way out is to assume the prefactor. This section constructs the inversion and finds what a tenfold error in that assumption does to the energy.

## Rate law and conventions

Let \(\theta\) be the number of adsorbed H atoms per surface Ni atom, and let \(T=T_0+\beta t\). The second-order Polanyi-Wigner law is

\[
r\equiv-\frac{d\theta}{dt}=\nu\,\theta^2\exp\!\left[-\frac{E(\theta)}{kT}\right].
\tag{1}
\]

The factor 2 for the two atoms lost per molecule is contained in \(\nu\). We assume that \(\nu\) is constant, that the adsorbed layer is uniform and randomly mixed, so that the chance of finding a pair is proportional to \(\theta^2\), and that desorbed gas is counted at once and does not return. Under these assumptions \(E(\theta)\) is an effective activation energy, which absorbs whatever the simple form leaves out.

## From counts to energy

The detector is linear, the initial coverage \(\theta_0\) is known, and heating continues until the surface is practically empty. Let \(c_i\) be the counts in temperature bin \(i\), of width \(\Delta T\).

1. Convert counts to coverage lost. The losses must add up to \(\theta_0\), so \(\ell_i=\theta_0c_i/\sum_jc_j\). The detector constant cancels.
2. Find the coverage at the bin centre, which is what has still to leave: \(\theta_i=\tfrac12\ell_i+\sum_{j>i}\ell_j\).
3. Find the rate. A bin lasts \(\Delta T/\beta\), so \(r_i=\beta\ell_i/\Delta T\).
4. Solve (1) for the energy. Dividing by \(\nu\theta^2\), taking the logarithm and multiplying by \(-kT\) gives

\[
E(\theta_i)=kT_i\ln\frac{\nu\theta_i^2}{r_i}.
\tag{2}
\]

The binning error is of second order in \(\Delta T\). Expanding \(r\) about the bin centre, the linear term cancels in the bin average and leaves a rate error \(r''\Delta T^2/24\). The half bin in step 2 misses \(r'\Delta T^2/(8\beta)\) of coverage. Primes here denote derivatives with respect to \(T\).

For a synthetic trace we take \(\nu=10^{13}\ \mathrm{s^{-1}}\), \(\theta_0=0.9\), \(\beta=1\) K/s and

\[
E(\theta)=0.95-0.04\,\theta-0.08\,\theta^2\quad\text{(eV)}.
\]

Equation (1) is integrated from 200 to 600 K with a high-order Runge-Kutta method, and the coverage lost in each 0.25 K bin serves as the count. The rate peaks at 321 K. Between coverages 0.05 and 0.85, formula (2) returns the input law to within 0.0015 meV, so discretization is negligible here.

At \(\theta=0.4\), for example, the trace gives \(T=328.71\) K and \(r=0.01203\ \mathrm{s^{-1}}\). Then \(\nu\theta^2/r=1.330\times10^{14}\), whose logarithm is 32.52. With \(kT=28.33\) meV the energy is 0.921 eV, as the input law requires.

## The error from a wrong prefactor

Suppose that \(f\nu\) is used in place of \(\nu\). Coverage, rate and temperature come from the data and do not change. Subtracting (2) for the two prefactors gives

\[
\Delta E(\theta)=kT(\theta)\ln\frac{f\nu\theta^2}{r}-kT(\theta)\ln\frac{\nu\theta^2}{r}
=kT(\theta)\ln f,
\tag{3}
\]

where \(T(\theta)\) is the temperature at which this trace passes coverage \(\theta\). Dividing by (2) gives the relative error \(\ln f/\ln(\nu\theta^2/r)\). The factor \(\theta^2\) cancelled in (3), so the same result holds for any desorption order, provided the order is the same in both inversions.

For \(f=10\) the error is \(k\ln10=0.1984\) meV per kelvin. For \(f=1/10\) it has the same size and a negative sign. The trace gives:

| \(\theta\) | \(T\) (K) | \(E\) (eV) | \(\Delta E\) (meV) | \(\Delta E/E\) |
|---|---|---|---|---|
| 0.8 | 293.1 | 0.867 | 58.2 | 6.7% |
| 0.6 | 312.3 | 0.897 | 62.0 | 6.9% |
| 0.4 | 328.7 | 0.921 | 65.2 | 7.1% |
| 0.2 | 347.0 | 0.939 | 68.9 | 7.3% |
| 0.1 | 360.1 | 0.945 | 71.5 | 7.6% |

At half the initial coverage the error is 64.4 meV, or 6.21 kJ/mol. A factor of ten costs only about 7% because the prefactor enters through a logarithm that is already near 32.

The error also changes the shape of the curve. Differentiating (3), and using \(dT/d\theta=-\beta/r\), gives

\[
\frac{d\,\Delta E}{d\theta}=-\frac{k\beta\ln f}{r}.
\tag{4}
\]

For \(f>1\) this slope is negative. Even a constant true energy would therefore appear to fall with coverage, as if the atoms repelled each other. At both ends of the trace \(r\) is very small and the false slope becomes steep. In the example the true energy rises by 78 meV between \(\theta=0.8\) and 0.1. The wrong prefactor adds 13 meV to this rise, an exaggeration of 17%.

## Why an unconstrained curve \(E(\theta)\) hides the error

Insert the wrong prefactor and its matching energy into the rate law at any temperature \(T\), and write \(T_1(\theta)\) for the temperature on the original trace:

\[
r_f=f\nu\theta^2e^{-[E+kT_1\ln f]/kT}
=\nu\theta^2e^{-E/kT}\,f^{\,1-T_1(\theta)/T}.
\tag{5}
\]

The last step uses \(e^{-(T_1/T)\ln f}=f^{-T_1/T}\). On the original trace \(T=T_1(\theta)\), the extra factor is one, and the wrong pair obeys the same differential equation along the same path. A perfect fit to one trace is thus no evidence for the prefactor as long as \(E(\theta)\) may be any function. The wrong curve is, however, very steep near \(\theta_0\), by (4), and if \(E(\theta)\) is required to be smooth the trace does constrain \(\nu\). On the leading edge the coverage hardly changes while the rate grows by decades, so the slope of \(\ln(r/\theta^2)\) against \(1/kT\) gives \(-E(\theta_0)\). For clean data and a coverage loss between \(10^{-5}\) and \(10^{-3}\) this returns \(\nu=9.4\times10^{12}\ \mathrm{s^{-1}}\). Fitting \(\ln\nu\) together with a polynomial \(E(\theta)\) of degree 2 to 5, with noise of 0.5% of the peak signal, fixes \(\log_{10}\nu\) to within about \(\pm0.07\) to \(\pm0.16\). Both results are for a synthetic trace that obeys (1) exactly, has a smooth energy law and has no background. Real data may not allow them.

A constant energy offset lacks this property. If the offset is \(kT_*\ln10\) with \(T_*=324.6\) K, the temperature at half coverage, the extra factor is \(10^{1-T_*/T}\), which equals one at \(T_*\) alone. Integrating the rate law with this offset, from the point where the trace passes \(\theta=0.899\), gives coverages that depart from the original by up to 0.021.

Away from the original trace the extra factor in (5) matters. On a wall held at \(T_w\), the time to fall from coverage 0.5 to 0.2 is

\[
t=\int_{0.2}^{0.5}\frac{e^{E(\theta)/kT_w}}{\nu\theta^2}\,d\theta .
\]

At 300 K numerical quadrature gives 1301 s for the true pair and 1757 s for the wrong one, a ratio of 1.35. The two errors largely cancel because 300 K is close to the temperatures of the trace. The cancellation is lost if the wrong energy is combined with the correct prefactor. The rate is then too small by \(e^{\Delta E/kT_w}=10^{T_1/T_w}\), which at \(\theta=0.4\) is \(10^{328.7/300}\approx12\). An energy obtained from (2) should therefore be quoted and used together with its prefactor.

## What a second heating rate shows

Let a faster ramp pass coverage \(\theta\) at \(T_2\) with rate \(r_2\), and let the wrong pair predict \(T'\) with rate \(r'\). The two rate laws give

\[
\frac{E}{kT_2}=\ln\frac{\nu\theta^2}{r_2},\qquad
E+kT_1\ln f=kT'\left[\ln f+\ln\frac{\nu\theta^2}{r'}\right].
\]

At equal coverage \(r'/r_2=dT_2/dT'\), because each rate is \(-\beta\,d\theta/dT\) with the same \(\beta\). If the shift \(T'-T_2\) varies slowly along the trace, this ratio is close to one. The last logarithm may then be replaced by \(E/kT_2\), so that \(T'=(E+kT_1\ln f)/(E/T_2+k\ln f)\). Subtracting \(T_2\) over the common denominator cancels \(E\):

\[
T'-T_2\simeq-\frac{k\ln f\,(T_2-T_1)}{E/T_2+k\ln f}.
\tag{6}
\]

For heating at 10 K/s and \(\theta=0.45\), the temperatures are \(T_1=324.59\) K and \(T_2=347.98\) K, and \(E/T_2=2.632\) meV/K. Formula (6) gives \(-0.1984\times23.39/2.830=-1.64\) K. Integration of the wrong pair gives \(-1.55\) K. At this coverage, a prefactor ten times too large thus moves the prediction for a tenfold faster ramp by less than 2 K, which explains why the prefactor is hard to measure.

It can nevertheless be found. Let traces \(a\) and \(b\) share the same \(\nu\) and \(E(\theta)\). At equal coverage, equating their energies gives

\[
T_a(L-\ln r_a)=T_b(L-\ln r_b),\qquad L=\ln(\nu\theta^2).
\]

Collecting the terms in \(L\),

\[
L=\frac{T_a\ln r_a-T_b\ln r_b}{T_a-T_b}.
\tag{7}
\]

At \(\theta=0.4\) the fast and slow traces have \(T_a=352.55\) K and \(T_b=328.71\) K. Clean data return \(1.000\times10^{13}\ \mathrm{s^{-1}}\).

Now let \(T_a\) be read too high by \(d\) while \(T_b\) is right. Write \(D=T_a-T_b\). The numerator of (7) becomes \(LD+d\ln r_a\), and \(\ln r_a-L=-E/kT_a\) by the rate law, so

\[
\Delta L=\frac{LD+d\ln r_a}{D+d}-L=\frac{d(\ln r_a-L)}{D+d}
=-\frac{E\,d}{kT_a(D+d)}.
\tag{8}
\]

Here \(E/kT_a=30.3\) and \(D=23.84\) K. An error of 1 K gives \(\Delta L=-1.22\), and the prefactor falls to \(2.95\times10^{12}\ \mathrm{s^{-1}}\). Setting \(\Delta L=-\ln10\) in (8) gives \(d=2.0\) K. A tenfold uncertainty in the prefactor therefore corresponds to a relative temperature error of about 2 K between these two runs. A wider ratio of heating rates increases \(D\) and reduces the sensitivity to a given temperature error. The gain can be lost if the faster ramp brings a larger error, as it does when the signal is delayed by the pump: that error grows in proportion to the heating rate, while \(D\) grows more slowly.

## Errors in the data

**Noise.** Let each bin carry an independent error \(e_j\) of standard deviation \(\sigma\), in units of coverage before normalization. Let \(B\) be the sum of the errors from bin \(i\) onward and \(F\) the sum before it. The measured total is wrong by \(B+F\), and normalization scales every loss by \(1-(B+F)/\theta_0\) to first order. Step 2 puts only half of \(e_i\) into the coverage, but we keep \(B\) whole, because \(e_i/\theta\) is negligible beside the term \(e_i/\ell_i\) in the rate when \(\ell_i\ll\theta\). To this accuracy

\[
\frac{\delta\theta}{\theta}=\frac B\theta-\frac{B+F}{\theta_0},\qquad
\frac{\delta r}{r}=\frac{e_i}{\ell_i}-\frac{B+F}{\theta_0}.
\]

At fixed temperature \(\delta E=kT(2\,\delta\theta/\theta-\delta r/r)\), so

\[
\delta E=kT\left[B\left(\frac2\theta-\frac1{\theta_0}\right)-\frac F{\theta_0}-\frac{e_i}{\ell_i}\right].
\]

With \(N_B\) and \(N_F\) bins in the two sums, and neglecting the small correlation between \(e_i\) and \(B\), the variances add:

\[
\sigma_E=kT\sigma\left[N_B\left(\frac2\theta-\frac1{\theta_0}\right)^2+\frac{N_F}{\theta_0^2}+\frac1{\ell_i^2}\right]^{1/2}.
\tag{9}
\]

For noise of 0.5% of the peak signal, (9) gives 0.16 meV at \(\theta=0.4\) and 0.43 meV at \(\theta=0.1\). Such noise is far smaller than the prefactor error. It grows without limit where \(\ell_i\) or \(\theta\) tends to zero, so the two ends of the trace must be discarded.

**Lost tail.** If recording stops with coverage \(\theta_e\) still adsorbed, normalization assigns \(\theta_0\) to a loss of \(\theta_0-\theta_e\). The inferred coverage is \((\theta-\theta_e)/(1-\theta_e/\theta_0)\), and the rate is too large by \(1/(1-\theta_e/\theta_0)\). One power of this factor survives in \(\theta^2/r\), giving

\[
\delta E=kT\left[2\ln\left(1-\frac{\theta_e}{\theta}\right)-\ln\left(1-\frac{\theta_e}{\theta_0}\right)\right]
\simeq kT\left[-\frac{2\theta_e}{\theta}+\frac{\theta_e}{\theta_0}\right].
\]

Stopping at 420 K leaves \(\theta_e=0.00166\) and shifts the energy at \(\theta=0.1\) by \(-0.98\) meV.

**Coverage scale.** If \(\theta_0\) is too large by a factor \(\lambda\), both \(\theta\) and \(r\) scale with \(\lambda\), and \(E\) rises by \(kT\ln\lambda\) at fixed temperature. For a 10% error this is 3.0 meV at \(\theta=0.1\). The energy is also assigned to the wrong coverage \(\lambda\theta\), so the curve \(E(\theta)\) is too high by 3.5, 6.4 and 14 meV at reported coverages 0.1, 0.4 and 0.8.

## The chamber

A chamber of volume \(V\) pumped at speed \(S\) delays the signal by about \(\tau=V/S\). Some gas also returns to the sample. If \(n\) is the gas density, \(\bar v\) the mean molecular speed, \(A\) the sample area and \(s\) the sticking probability, molecules return at the rate \(sAn\bar v/4\) and are pumped at the rate \(Sn\). Their ratio is \(\rho=sA\bar v/(4S)\).

When the gas density changes slowly, desorption balances pumping plus return, and the measured rate is the desorption rate divided by \(1+\rho\). The delay assigns each coverage to the temperature \(T+\beta\tau\). Putting both into (2) and keeping first-order terms in the delay, without its product with \(\ln(1+\rho)\), gives

\[
\delta E\simeq E\,\frac{\beta\tau}{T}+kT\ln(1+\rho).
\tag{10}
\]

Take \(A=1\ \mathrm{cm^2}\), \(V=0.03\ \mathrm{m^3}\), \(S=0.5\ \mathrm{m^3/s}\), gas at 300 K and the upper bound \(s=1\). Then \(\tau=0.06\) s and \(\rho=0.089\). At \(\theta=0.4\), (10) gives 2.6 meV for the slow ramp and 4.2 meV for the fast one.

These errors are small in the energy but not in (7). Integrating the coupled equations for surface and gas, and applying (7) to the two resulting traces, gives \(4.7\times10^{12}\ \mathrm{s^{-1}}\), less than half the true prefactor. Most of the loss comes from the difference in delay, \((10-1)\times0.06=0.54\) K, acting through (8).

## How the model stands beside real nickel

The energy near 1 eV and desorption somewhat above room temperature are rough typical values for hydrogen on nickel. The quadratic energy law is a chosen test function. On real Ni(111) hydrogen desorbs in two peaks at high coverage and forms an ordered phase near half a monolayer at low temperature, so a single randomly mixed state starting from \(\theta_0=0.9\) is a simplification. Sticking of H\(_2\) on close-packed nickel is well below one, so the readsorption term above is an overestimate for such a surface.

Three material effects can be sized for the example:

- If the true prefactor is proportional to \(T\) and equals \(\nu\) at half coverage, then \(f=T_*/T\) in (3), and the energy found from (2) with constant \(\nu\) is wrong by \(kT\ln(T_*/T)\): about \(+2.6\) meV at \(\theta=0.8\) and \(-3.2\) meV at 0.1.
- Repulsion makes neighbouring pairs rarer than \(\theta^2\). With six neighbours per atom, a mean-field reading of the energy law gives a pair repulsion \(w=[E(0)-E(1)]/12=10\) meV. In the quasi-chemical approximation the pair probability is \(\theta-x\), where \((\theta-x)(1-\theta-x)=x^2e^{-w/kT}\). Taken alone, this rarity raises the energy found from (2) by \(kT\ln[\theta^2/(\theta-x)]\), at most 9 meV between coverages 0.05 and 0.85. The repulsion within the pair also lowers its own barrier by \(w\), which nearly cancels the change at low coverage. Formula (2) absorbs both effects into \(E(\theta)\).
- Hydrogen dissolved in the metal adds to the signal. For 1 mm of nickel and a rough heat of solution of 0.16 eV per atom, equilibrium with the surface, without vibrational entropy, puts about \(10^{-3}\) atoms per surface site in the bulk. The effect on the energy is then of order 1 meV. This estimate does not cover a wall that a plasma has loaded beyond equilibrium: one dissolved atom per million nickel atoms, through 1 mm of metal, already amounts to about five per surface site. Only part of this can leave during a trace. With a rough diffusivity \(7\times10^{-7}e^{-0.42\,\mathrm{eV}/kT}\ \mathrm{m^2/s}\) and heating at 1 K/s, the diffusion length is about 5 µm by 360 K and 0.1 mm by 600 K. At most about 0.03 and 0.6 atoms per site are released by these temperatures, the latter still comparable with \(\theta_0\). For the same reason 1 mm of metal does not reach the equilibrium assumed above, which is a limiting case. Gas from the bulk must then be separated from the surface signal before (2) is used.

A more serious assumption is that \(\nu\) does not depend on coverage. By (3), a tenfold drift of \(\nu\) between coverages 0.8 and 0.1 would distort the energy difference between them by roughly 55 to 75 meV if the assumed value lies within the range of the drift, and by roughly 40 to 95 meV if it lies up to a factor of ten outside. This is comparable with the true difference of 78 meV. Applying (7) at several coverages can expose such a drift if temperatures are known well enough. A rough or polycrystalline wall raises a further difficulty: it has several kinds of site, and if atoms do not redistribute quickly among them, the rate depends on how they are divided among the sites as well as on total coverage. One trace still yields a curve \(E(\theta)\), but that curve need not hold for another heating history.

All numerical values are calculated from the stated model.
